# Averaged 1/f Noise and the Lorentzian Spectra of Single Small Transistors

**Q:** I have the noise spectra of a large batch of nominally identical small transistors. Averaged, they follow \(1/f\) from 1 Hz to 1 MHz. So each transistor is a \(1/f\) source, perhaps with its own prefactor, and I can give each one that spectrum in a circuit model.

**A:** The average does not give you that. Take one oxide trap that captures and releases one electron. Let \(\tau_c\) be its mean waiting time before capture when empty, and \(\tau_e\) that before emission when filled. What is the probability \(P(t)\) that it is filled?

**Q:** With constant rates,

\[
\frac{dP}{dt}=\frac{1-P}{\tau_c}-\frac{P}{\tau_e}=-\frac{P-p}{\tau},\qquad
\frac1\tau=\frac1{\tau_c}+\frac1{\tau_e},\qquad
p=\frac{\tau_e}{\tau_c+\tau_e}.
\]

A deviation from the steady value \(p\) decays as \(e^{-t/\tau}\).

**A:** Then a trap filled at time zero is filled at time \(t>0\) with probability \(p+(1-p)e^{-t/\tau}\). Multiply by the probability \(p\) of being filled at the start, and subtract the squared mean \(p^2\). If a filled trap shifts the threshold voltage by \(\delta\), the covariance is

\[
C(t)=\delta^2p(1-p)e^{-|t|/\tau}.
\]

I use one-sided spectra referred to the gate, in V²/Hz:

\[
S(f)=4\int_0^\infty C(t)\cos(2\pi ft)\,dt
=\frac{4\delta^2p(1-p)\tau}{1+u^2},\qquad u=2\pi f\tau .
\]

This Lorentzian is flat below the corner \(f_c=1/(2\pi\tau)\) and falls as \(f^{-2}\) above it. If traps switch independently, their cross-covariances vanish and their spectra add. A device with a fixed set of traps therefore has a finite sum of Lorentzians.

**Q:** Could a finite sum still be exactly \(1/f\) over my window?

**A:** No. It is a rational function of \(f^2\). If it equalled \(1/f\) throughout an interval, the two rational functions would agree everywhere, but one is even in \(f\) and the other odd. The sum can only approximate \(1/f\), and how well depends on the number of traps, their strengths and the spacing of their time constants.

**Q:** Then where does my clean average come from?

**A:** If traps dominate the noise, it comes from their distribution. Suppose their number is Poisson distributed, with density \(D\) per gate area, per energy of the trap level \(E\), and per energy of the switching barrier \(B\). Let \(D\) be constant over wide ranges, and let \(\tau=\tau_0e^{B/kT}\). Then \(dB=kT\,d\tau/\tau=kT\,du/u\) at fixed \(f\): flat barriers mean a flat density of \(\ln\tau\).

For the levels, \(p=1/(1+e^{(E-E_F)/kT})\), where \(E_F\) is the Fermi level. Hence \(dp/dE=-p(1-p)/kT\), and

\[
\int p(1-p)\,dE=kT\int_0^1dp=kT .
\]

With gate area \(A\) and \(\tau=u/(2\pi f)\), the ensemble mean is

\[
\langle S\rangle=DA(kT)^2\,\frac{4\delta^2}{2\pi f}\int_0^\infty\frac{du}{1+u^2}
=\frac{n\delta^2}{f},\qquad n=DA(kT)^2 .
\]

The last integral is \(\pi/2\). The number \(n\) counts the mean traps per device, per \(kT\) of level energy and per factor \(e\) in \(\tau\). The infinite limits require \(1/(2\pi f)\) to lie well inside the range of time constants.

The exponent reflects that distribution. If the density of \(\ln\tau\) varied as \(\tau^a\), the same substitution would give \(f^{-(1+a)}\), provided \(|a|<1\) so that the integral \(\int u^a\,du/(1+u^2)\) converges.

**Q:** How small is \(n\) for a real transistor?

**A:** Take round parameters, roughly those of a short transistor with a high-permittivity gate stack: width 100 nm, length 40 nm, equivalent oxide thickness 1.2 nm, temperature 300 K. The capacitance is \(C_{ox}=2.878\) µF/cm² and \(A=4\times10^{-11}\) cm². Treating the trapped charge as a sheet beside the channel,

\[
\delta=\frac{q}{AC_{ox}}=\frac{1.602\times10^{-19}\ \mathrm C}{(4\times10^{-11})(2.878\times10^{-6})\ \mathrm F}=1.39\ \mathrm{mV}.
\]

I choose \(D=10^{12}\) cm⁻² eV⁻². With \(kT=0.02585\) eV,

\[
n=(10^{12})(4\times10^{-11})(0.02585)^2=0.0267 .
\]

The ensemble mean at 1 Hz is then \(n\delta^2/(1\ \mathrm{Hz})=5.18\times10^{-8}\) V²/Hz.

Call a trap active if its level lies within \(2kT\) of \(E_F\) and its corner lies between 1 Hz and 1 MHz. The mean number per device is \(4n\ln10^6=1.48\). Levels in that band supply 76% of the mean noise, because \(p\) runs from 0.88 to 0.12 across it.

**Q:** So a typical device has one or two active traps over six decades. Would they show separately?

**A:** Plot \(fS\), which turns the ensemble mean into a horizontal line at \(n\delta^2\). One trap gives

\[
fS=\frac{2\delta^2}{\pi}\,p(1-p)\frac{u}{1+u^2}
=\frac{\delta^2}{\pi}\,\frac{p(1-p)}{\cosh y},\qquad y=\ln u ,
\]

a bump centred on its corner. For \(p=1/2\) its height is \(\delta^2/(4\pi)\), which is \(1/(4\pi n)=2.98\) times the ensemble line.

Now put two equal bumps at \(y=\pm a\). Since \((\operatorname{sech}y)''=\operatorname{sech}y\,(1-2\operatorname{sech}^2y)\), the midpoint becomes a minimum when \(\cosh a>\sqrt2\), or \(e^a>1+\sqrt2\). The time constants must differ by more than

\[
e^{2a}=(1+\sqrt2)^2=5.83,
\]

about 0.77 decade. Here there is on average one active trap per four decades, so a given trap has another active trap within 0.77 decade with probability \(1-e^{-2(0.77)/4}\), about one in three. A weak bump beside a strong one needs a wider spacing, so in devices with several active traps merged bumps are common.

For a concrete trap, take \(\tau_c=2\) ms and \(\tau_e=1\) ms. Then \(p=1/3\), \(\tau=0.667\) ms and \(f_c=239\) Hz. Its plateau is \(4\delta^2(2/9)\tau=1.15\times10^{-9}\) V²/Hz. At the corner it has half that, \(5.7\times10^{-10}\), against an ensemble mean of \(5.18\times10^{-8}/239=2.2\times10^{-10}\) V²/Hz.

**Q:** Perhaps the many weak traps far from the Fermi level fill the gaps and restore \(1/f\).

**A:** They can fill some gaps, so they must be kept. I drew 200,000 model devices at random, with barriers from 0.2 to 1.0 eV, \(\tau_0=10^{-13}\) s and levels within \(10kT\) of \(E_F\), and summed every trap's Lorentzian. Of these devices, 23% have no active trap, 71% have one to three, and 6% have more.

The first four devices, unselected, gave these values of \(fS/(n\delta^2)\):

| Device | 10 Hz | 1 kHz | 100 kHz | 1 MHz |
|---|---|---|---|---|
| 1 | 2.45 | 1.56 | 1.23 | 2.13 |
| 2 | 0.22 | 0.086 | 1.84 | 1.07 |
| 3 | 0.036 | 0.56 | 1.94 | 0.22 |
| 4 | 0.13 | 0.036 | 0.037 | 0.051 |
| Mean of all 200,000 | 1.00 | 1.00 | 1.00 | 1.00 |

Device 3 has one active trap, with \(f_c=38.1\) kHz and \(p=0.42\). At 100 kHz, \(u=f/f_c=2.62\), and this trap alone contributes

\[
\frac{2}{\pi n}\,p(1-p)\frac{u}{1+u^2}
=\frac{2(0.244)}{\pi(0.0267)}(0.333)=1.9 ,
\]

nearly the whole entry. At 1 kHz it gives only 0.15 of the 0.56. The rest comes from traps outside the active group.

**Q:** Device 1 looks fairly flat to me.

**A:** It is fairly flat. Its \(fS\) stays within a factor of three across the window, and a power law fitted over all six decades has an exponent close to 1. Its local slope still wanders. Define \(\gamma=-d\ln S/d\ln f\). Differentiating the sum of Lorentzians \(S_i\) gives

\[
\gamma=\frac{\sum_iS_i\,\dfrac{2u_i^2}{1+u_i^2}}{\sum_iS_i},
\]

a weighted mean of numbers between 0 and 2. Device 1 has \(\gamma=1.45\), 0.63 and 0.57 at 10 Hz, 1 kHz and 100 kHz. Device 4, with no active trap, has 1.92, 0.10 and 1.69.

**Q:** If I average the exponents instead, do I get 1?

**A:** Yes, and that still does not describe one device. Replace every \(u\) by \(1/u\). The density \(du/u\) and the factor \(u/(1+u^2)\) are unchanged, while \(2u^2/(1+u^2)\) becomes 2 minus itself. Far from the ends of the range of \(\tau\), the distribution of \(\gamma\) is therefore symmetric about 1.

In the sample at 1 kHz the mean is 1.00 and the standard deviation 0.61. Only 9% of devices have \(\gamma\) between 0.9 and 1.1, and 55% lie outside 0.5 to 1.5. These figures are for the local slope at one frequency. An exponent fitted over all six decades scatters less, with a standard deviation of about 0.2.

**Q:** My other assumption was a modest spread in the prefactor. How large is the spread in \(S\) itself?

**A:** Divide the space of levels and time constants into small cells. A Poisson count has variance equal to its mean, so each cell adds its mean count times \(S_i^2\) to the variance. The two integrals needed are

\[
\int[p(1-p)]^2\frac{dE}{kT}=\int_0^1p(1-p)\,dp=\frac16,\qquad
\int_0^\infty\frac{u^2}{(1+u^2)^2}\frac{du}{u}=\frac12 .
\]

Therefore

\[
f^2\,\mathrm{Var}\,S=n\,\frac{4\delta^4}{\pi^2}\cdot\frac16\cdot\frac12=\frac{n\delta^4}{3\pi^2},
\qquad
\frac{\mathrm{Var}\,S}{\langle S\rangle^2}=\frac{1}{3\pi^2n}.
\]

For \(n=0.0267\) the standard deviation is 1.12 times the mean. At 1 kHz the sampled median is 0.56 of the mean, and the 5th and 95th percentiles are 0.018 and 3.3 of it. A circuit model that gives every device the mean misses both the quiet devices and the noisy ones.

**Q:** Yet a large transistor can show \(1/f\) on its own. Where does the change occur?

**A:** Keep \(D\), temperature and oxide thickness fixed. Then \(n\propto A\) and \(\delta\propto1/A\), so \(\langle S\rangle\propto1/A\), while the relative spread falls as \(A^{-1/2}\).

The exponent settles too. Write \(\gamma-1=\sum_iS_i\tanh y_i/\sum_iS_i\). For large \(n\) the denominator is close to its mean, and the numerator averages to zero. The integral \(1/2\) above is \(\int dy/(4\cosh^2y)\), and the extra factor \(\tanh^2y\) reduces it to \(1/6\). So, to leading order in \(1/n\),

\[
\mathrm{Var}\,\gamma\simeq\frac{1}{9\pi^2n}.
\]

In this model a relative spread of 10% in \(S\) requires 0.5 µm², the combined area of about 126 of our small devices. For 1 µm², \(n=6.7\), and a random sample of 2500 devices gave spreads of 7% in \(S\) and 0.04 in \(\gamma\) at 1 kHz. The change is gradual.

**Q:** How far should I trust these numbers for real transistors?

**A:** As estimates. The mean noise times area, about 210 µV² µm²/Hz at 1 Hz, follows from my chosen \(D\), which varies with process. Equal steps are a weak assumption, because uneven current paths make some traps count far more than others. With exponentially distributed steps of the same mean, the mean noise doubles and its relative standard deviation is multiplied by \(\sqrt{\langle\delta^4\rangle}/\langle\delta^2\rangle=\sqrt6\), from 1.12 to 2.75. Trap depth acts the other way on the mean: a charge at a fraction \(z\) of the way from the channel to the gate, counted in equivalent oxide thickness, shifts the threshold by \((1-z)\delta\). If \(z\) is uniformly distributed and independent of \(\tau\), the mean is multiplied by \(\langle(1-z)^2\rangle=1/3\). In a stack of layers with different permittivities, depths uniform in nanometres give a different factor. At strong bias, thermal channel noise matters less for the average device: for a rough transconductance of 0.1 mS, \(4kT/g_m=1.7\times10^{-16}\) V²/Hz, against a mean trap noise of \(5.2\times10^{-14}\) V²/Hz at 1 MHz. At a tenth of that transconductance the same estimate gives \(1.7\times10^{-15}\) V²/Hz, above the trap noise of the quietest devices at 1 MHz. Real traps can also have more than two states, and then one trap need not give one Lorentzian.

**Q:** What could I measure on one device to tell the two pictures apart?

**A:** Plot \(fS\) on a fine frequency grid, look for discrete levels in the time trace, and change temperature or bias.

In this model a trap with a 1 kHz corner at 300 K has \(B=kT\ln[\tau/\tau_0]=0.548\) eV. At 358 K, with \(B\) and \(\tau_0\) fixed, its corner moves to 31 kHz. The ensemble line keeps its shape and rises by \((358/300)^2=1.42\), if \(\delta\) and \(D\) are also fixed. Both numbers belong to thermally activated switching. A larger \(\tau_0\) implies a smaller barrier and a smaller shift, to 10 kHz for \(\tau_0=10^{-10}\) s. If the time constants were set by tunnelling and did not depend on temperature, only the level integral would grow, and the line would rise by \(358/300=1.19\).

A gate step of 0.1 V, if it falls wholly across the dielectric, moves a level at \(z=1/2\) by 50 meV, or \(1.93kT\). A half-filled trap becomes 87% filled, and \(p(1-p)\) drops from 0.25 to 0.11. Its peak shrinks while another trap's may grow. Its corner in general moves as well, by a factor between 0.57 and 4.0, depending on how the change in \(\tau_c/\tau_e\) divides between emission and capture.

Record long enough to see many switches. A trap slower than the record may appear as a single step or not at all, and the formulas here describe long-record spectra.

**Q:** Then my \(1/f\) curve is the mean over the batch. For a single small transistor I should draw a set of traps and add their Lorentzians.

**A:** Yes, at steady bias, provided measurements on single devices show that trap switching dominates their noise. If the circuit switches the gate, the capture and emission rates vary in time, and these steady-bias Lorentzians need not apply. Use a measured distribution of step heights if you have one.

All numerical values are calculated from the stated model.
